Choosing semiclassical or Numerov radial dipole integrals for Rydberg Stark calculations

In a model atom with quantum defects 0.40 for s states and 0.05 for p states, the radial dipole integral from 30s to 30p is 1160.9 bohr, but from 30s to 31p it is −52.1 bohr. One more node in the p function lowers the magnitude more than twentyfold and, with each function taken positive in its outermost lobe, reverses the sign. A classical Kepler ellipse explains this, and it reproduces the larger integral to about one part in 10⁵.

**What the setting decides**

A Stark calculation for a highly excited atom needs many integrals

R = ∫ u(r) r u'(r) dr

between states with l' = l ± 1. Here u is r times the radial wave function, normalized by ∫u²dr = 1, and a prime on a state symbol marks the second state. A program may offer two ways to get R: numerical integration of the radial equation, or a closed semiclassical formula in Anger functions. Both take the same input, the effective quantum numbers ν = n − δ_l, where δ_l is the quantum defect. Both describe one electron outside a small core, with energy −1/(2ν²) in atomic units, which are used throughout.

Each u is taken positive in its outermost lobe. The alternative, positive near the origin, differs by (−1) to the number of nodes. Reversing a basis function everywhere leaves the Stark eigenvalues unchanged; mixing the two conventions within one matrix can change them.

**From wave functions to a classical orbit**

For a noninteger ν the phase at the core depends on the core, while decay at infinity fixes the phase at the outer turning point r₂. The WKB function is therefore counted from outside:

u = A p^(−1/2) cos(S − π/4),  S = ∫_r^{r₂} p dr,

p² = −1/ν² + 2/r − L²/r²,  L = l + ½.

On average cos² is ½, and ∫dr/p between the turning points is half the radial period, πν³. Normalization thus requires A²πν³/2 = 1, or A² = 2/(πν³). This neglects the altered time spent in the core, which is the same effect as an energy dependence of the defect.

The product of the two cosines is half the sum of cos(S' − S) and cos(S + S' − π/2). The second oscillates rapidly and is dropped. In the amplitude, √(pp') is replaced by p of one mean orbit:

R ≈ [1/(π(νν')^(3/2))] ∫ (r/p) cos(S' − S) dr.

Define s = ν' − ν and Δl = l' − l = ±1. The energy difference is

E' − E = (ν'² − ν²)/(2ν²ν'²) = s(ν + ν')/(2ν²ν'²) = s/ν_c³,

with the mean quantum number defined by

ν_c³ = 2ν²ν'²/(ν + ν').

The mean angular momentum is the midpoint of l + ½ and l' + ½, which equals l_>, the larger of l and l'. The derivatives of S have classical meanings:

∂S/∂E = ∫_r^{r₂} dr/p = t,  ∂S/∂L = −∫_r^{r₂} L dr/(r²p) = −φ.

The moving endpoint adds nothing because p(r₂) = 0. Here t and φ are the time and angle measured from aphelion, the farthest point of the orbit. To first order, with τ = t/ν_c³,

S' − S ≈ sτ − Δl φ.

With dr/p = ν_c³dτ and r = ν_c²ρ, the integral becomes

R ≈ ν_c⁵(νν')^(−3/2) D,

D = (1/π) ∫₀^π ρ cos(sτ − Δl φ) dτ.

Put x = ρ cos φ and y = ρ sin φ. Because Δl is ±1, cos(Δl φ) = cos φ and sin(Δl φ) = Δl sin φ, so

D = (1/π) ∫₀^π [x cos(sτ) + Δl y sin(sτ)] dτ.

Apart from a scale factor, the quantum integral is a Fourier component of the classical position.

**From the orbit to Anger functions**

In scaled variables the radial equation of motion is

ρ²(dρ/dτ)² = 2ρ − ρ² − (1 − e²),  e² = 1 − l_>²/ν_c².

Insert ρ = 1 + e cos θ. The right side is e² − (ρ − 1)² = e² sin²θ, and dρ = −e sin θ dθ, so dτ = ρ dθ. Starting at aphelion, θ = 0,

τ = θ + e sin θ,  x = e + cos θ,  y = √(1−e²) sin θ.

Indeed x² + y² = (1 + e cos θ)². Also x dy − y dx = √(1−e²) ρ dθ = √(1−e²) dτ, which is the area law with the correct angular momentum.

The Anger function and its derivative with respect to z are

J_s(z) = (1/π) ∫₀^π cos(sθ − z sin θ) dθ,

J'_s(z) = (1/π) ∫₀^π sin θ sin(sθ − z sin θ) dθ.

At z = −se the argument sθ − z sin θ is sτ. Integrate the x term by parts. At θ = π, x = −(1−e) and τ = π; at θ = 0 the boundary term vanishes. With dx = −sin θ dθ,

(1/π)∫ x cos(sτ) dτ = −(1−e) sin(πs)/(πs) + (1/(πs)) ∫₀^π sin θ sin(sτ) dθ

= (1/s)[J'_s(−se) − (1−e) sin(πs)/π].

In the y term the boundary contribution vanishes because y = 0 at both ends:

(1/π)∫ y sin(sτ) dτ = (√(1−e²)/s) C,  C = (1/π) ∫₀^π cos θ cos(sτ) dθ.

To find C, integrate cos(sτ) over τ directly, and then again using dτ = (1 + e cos θ)dθ:

sin(πs)/(πs) = J_s(−se) + eC.

Solving for C and adding the two parts gives the working formula:

D = (1/s){ J'_s(−se) − (1−e) sin(πs)/π + Δl (√(1−e²)/e)[sin(πs)/(πs) − J_s(−se)] }.

For nonzero integer s the sine terms vanish and the Anger functions are ordinary Bessel functions. For noninteger s, the normal case with quantum defects, the sine terms must be kept.

**Implementing the formula**

1. Form s, Δl, ν_c and e. Reject l_> ≥ ν_c, for which no mean ellipse with e > 0 exists.
2. Evaluate J_s(−se) and J'_s(−se) by Gauss–Legendre quadrature over θ. With 300 points the results agreed with an independent evaluation to 5×10⁻¹⁵ in the cases tested.
3. Form D and multiply by ν_c⁵(νν')^(−3/2).
4. For very small |s|, where the formula divides small differences by s, use the limit below.

The closed form of D was also tested against numerical integration of Newton's equations, with a largest deviation of 9.5×10⁻¹². This checks the algebra after the semiclassical step, not the semiclassical step itself.

**Three limits that explain the numbers**

Equal effective quantum numbers. For s = 0,

D = (1/π) ∫₀^π (e + cos θ)(1 + e cos θ) dθ = e + e/2 = 3e/2.

Hence R = (3/2)ν√(ν² − l_>²). For ν = 30 and l = 0→1 this is 45√899 = 1349.25 bohr, in agreement with Numerov. Classically, the electron's mean position is displaced towards aphelion, where it moves slowly.

Low angular momentum. Since √(1−e²) = l_>/ν_c, the y term is small and the orbit is nearly a line, with x close to 1 + cos θ ≥ 0. The sign of R then depends on cos(sτ). For 30s–30p, s = 29.95 − 29.60 = 0.35; the phase ends at 0.35π, the cosine stays positive, and the contributions add. For 30s–31p, s = 1.35; the cosine turns negative at τ = π/2.7, and the later part of the orbit cancels the earlier part. At ν = 30 the computed l = 0→1 integral changes sign between s = 1 and s = 1.5. The value −52.1 bohr lies just past this zero.

Nearly circular orbits. Take s = 1 and small e. The Bessel series give J'₁(−e) ≈ ½ − 3e²/16 and J₁(−e) ≈ −(e/2)(1 − e²/8). With √(1−e²) ≈ 1 − e²/2, the second part of D is Δl·½(1 − 5e²/8), so

D ≈ 1 − e²/2 for Δl = +1,  D ≈ e²/8 for Δl = −1.

When energy and angular momentum rise together, the phase sτ follows the rotation; when they change oppositely, it runs against it, and a circle has no such component. For the hydrogenic pair n = 30→31 the Numerov integral is 885.1 bohr for l = 28→29 but 10.9 bohr for 29→28. The formula gives 885.2 and 11.5 bohr. The weak integral is thus wrong by 5.7%, although the absolute error is only 0.6 bohr.

**What the Numerov option does**

The radial equation is u'' = Qu with Q = l(l+1)/r² − 2/r + 1/ν². Because the wavelength grows with r, use r = x² and u = √x w. Then d/dr = (1/(2x)) d/dx, and applying it twice gives

d²u/dr² = ¼x^(−3/2) d²w/dx² − (3/16)x^(−7/2) w.

Set this equal to Q√x w and multiply by 4x^(3/2):

d²w/dx² = q w,  q = [4l(l+1) + ¾]/x² − 8 + 4x²/ν².

On a grid of step h, Taylor expansion gives w_{i+1} − 2w_i + w_{i−1} = h²w'' + h⁴w''''/12 + O(h⁶). Replacing w'''' by the second difference of qw, and writing f = 1 − h²q/12, yields the inward recurrence

f_{i−1}w_{i−1} = (12 − 10f_i)w_i − f_{i+1}w_{i+1}.

Since dr = 2x dx, the normalization is 2∫x²w²dx = 1 and the dipole integral is R = 2∫x⁴ww'dx, where w' now belongs to the second state. With h = 0.01 bohr^½, four hydrogen integrals were reproduced to a relative 2.2×10⁻⁹.

For noninteger ν the Coulomb solution contains a part that behaves as r^(−l) near the origin. It does not describe the real core. The integration is therefore stopped in the inner region where q > 0, as soon as |w| starts to grow inward. This cut is a model choice: moving it out to 2 bohr changes the 30s–30p integral by a relative 2.0×10⁻⁵.

A model atom with a definite core potential, −1/r − 2e^(−r)/r, tests both options. Its states are regular at the origin, and its eigenvalues supply ν. From ν = 20.393 to the two nearest p states, the integrals in bohr are:

ν' = 20.648: full 590.944, Numerov 590.942, Anger 590.935.

ν' = 19.648: full 278.650, Numerov 278.649, Anger 278.680.

In this model, removing the core costs a few parts in 10⁶, and the Anger formula is within about one part in 10⁴.

**How the error depends on n, l and s**

Relative error misleads near a zero of R. The scaled error, |R_Anger − R_Numerov|/ν_c², compares the deviation with the size of the orbit instead.

Dependence on n. At fixed defects 0.40 and 0.05, take p states from n' = n − 2 to n + 1. The largest scaled error is 4.6×10⁻⁴ at n = 10, 9.2×10⁻⁵ at 20, 2.1×10⁻⁵ at 40 and 4.9×10⁻⁶ at 80. A power fit gives n^(−2.19), and the last doubling reduces the error by 4.3. This is close to n⁻², the order of terms known to be neglected: for example, the energy of the mean orbit differs from the average of E and E' by a relative amount of order s²/ν².

The mean matters too. Put m = (ν + ν')/2. Expansion in s/m gives ν_c ≈ m(1 − s²/(6m²)) and νν' = m²(1 − s²/(4m²)), so the prefactor is

ν_c⁵(νν')^(−3/2) ≈ m²[1 − (5/6 − 3/8)s²/m²] = m²[1 − 11s²/(24m²)].

Using m as the mean and m² as the prefactor loses this correction. In the same comparison it raised the largest scaled error about sevenfold, to 3.1×10⁻³ at n = 10.

Dependence on l. For hydrogenic n = 30→31 the scaled error stays near 4×10⁻⁵ at low l. For l = 28→29 it is 1.3×10⁻⁴, and for 29→28 it is 6.7×10⁻⁴. With ν = 30 and ν' = 30.5, it rises from 1.0×10⁻⁵ for l = 0→1 to 1.4×10⁻⁴ for 3→4. In this second series the reference is itself less certain, because a half-integer defect at l' = 4 gives a strongly irregular inner function. Moving the cut on both functions from 10 to 8 bohr changes the 3→4 integral by about 0.2 bohr, more than the 0.12 bohr between the two options. The rise in this second series is therefore not evidence that the Anger formula gets worse with l; the rise in the hydrogenic series, where no irregular part enters, is.

Dependence on s. For ν = 30 and l = 0→1, the scaled error stays below 5×10⁻⁵ for all values computed from s = −2 to 2, and also at s = 5 and 10. The integral shrinks, however, so the relative error reaches 7.6×10⁻⁴ at s = 5 and 1.6×10⁻³ at s = 10. The error is not monotonic in s; at s = −1.5 it is only 1.0×10⁻⁶. No explanation of these small values is established here.

**What the choice does to a Stark shift**

Second-order perturbation theory with Fz gives an s state the shift −F² Σ|⟨z⟩|²/(E' − E). The angular factor |⟨00|cos θ|10⟩|² is 1/3. Writing the shift as −αF²/2,

α = (2/3) Σ R²/(E' − E).

For 30s–30p, E' − E = 1.3260×10⁻⁵ hartree, so this term is (2/3)(1160.947)²/(1.3260×10⁻⁵) = 6.776×10¹⁰ a.u. The 29p state lies below 30s and contributes −1.394×10¹⁰. The 31p state adds only 0.004×10¹⁰, because its integral is near a zero. All p states from n' = 25 to 35 together give

α = 5.363×10¹⁰ a.u. = 13.35 MHz/(V/cm)².

At 1 V/cm the shift is −6.67 MHz. Fine structure, other p states, the continuum and core polarization are left out. Perturbation theory requires at least FR/√3 ≪ E' − E, or F ≪ 2×10⁻⁸ a.u. for the 30p coupling; this is necessary, not sufficient.

The two options give values of α that differ by a relative 1.7×10⁻⁶, less than the errors of the integrals would suggest. The Anger integrals exceed the Numerov ones by 9×10⁻⁶ for 30p and 4.5×10⁻⁵ for 29p. Squared and weighted by their shares of α, these change α by about +2.3×10⁻⁵ and −2.3×10⁻⁵. The close agreement is a cancellation and should not be expected for other states. Nor does it measure the accuracy of α: moving the inner cut to 2 bohr changes the 30s–30p integral by 2.0×10⁻⁵, more than the difference between the two options.

Errors in the defects can matter more. The 30p gap is nearly proportional to s = 0.35, so an error of 0.001 in the defect difference changes that gap by about 0.3%. The integral R also falls as s grows in this range, so R² moves the term in the same direction as 1/(E' − E), and the term changes by more than 0.3%.

**Guidance**

- For s–p integrals with n of 20 or more and |s| up to about 2, the Anger option is adequate when errors of order 10⁻⁴ν_c² in R are acceptable. For higher l with large defects the two options differ more, as the ν' = 30.5 series shows, and the inner cut then limits the comparison. If the difference of the defects is uncertain by 10⁻⁴ or more, improve the defects first, because this can change R by a similar amount.
- Near n = 10, allow for scaled errors of several 10⁻⁴, or use Numerov.
- Use Numerov when a weak integral matters by itself: near a sign change in s, for large |s|, or for nearly circular states when s is close to neither Δl nor 0.
- For strongly nonhydrogenic states, do not read Numerov digits beyond the effect of the inner cut. Move the cut and see what changes. If that matters, a core potential is needed.
- Keep one sign convention throughout the matrix. A first check is s = 0, where R must be positive in the convention used here: (3/2)ν√(ν² − l_>²) for hydrogenic states, and close to this for low-l states with noninteger ν. This does not test the signs between states of different ν, so check some of those integrals too.

Apart from the change of cut from 10 to 8 bohr, the comparisons are in the numerical output below.

Computed values

```
Largest deviation, Anger quadrature vs mpmath: 5.1e-15
Largest deviation, D vs orbit integration: 9.5e-12
Largest relative deviation, Numerov vs hydrogen: 2.2e-09
Core model: strength 2.0 hartree bohr, decay 1.0 /bohr; nu_s = 20.39333
 nu_p = 20.64768: R full 590.944, Numerov 590.942, Anger 590.935 bohr
 nu_p = 19.64765: R full 278.650, Numerov 278.649, Anger 278.680 bohr
Defects s 0.40, p 0.05; ns-n'p, n'-n = -2..1; R for n'=n
 n=10: Numerov 127.109, Anger 127.117 bohr, rel.err 6.7e-05; max scaled err 4.6e-04, arithm. mean 3.1e-03
 n=20: Numerov 514.314, Anger 514.324 bohr, rel.err 2.0e-05; max scaled err 9.2e-05, arithm. mean 6.6e-04
 n=40: Numerov 2066.975, Anger 2066.986 bohr, rel.err 5.2e-06; max scaled err 2.1e-05, arithm. mean 1.5e-04
 n=80: Numerov 8285.312, Anger 8285.323 bohr, rel.err 1.3e-06; max scaled err 4.9e-06, arithm. mean 3.7e-05
 Fitted power p in max scaled error ~ n^-p: 2.19
Hydrogenic n=30 to 31, R in bohr (Numerov, Anger, scaled error):
 0->1: 315.863, 315.901, 4.0e-05;  1->0: 289.027, 289.062, 3.9e-05
 1->2: 329.781, 329.819, 4.2e-05;  2->1: 276.085, 276.120, 3.8e-05
 2->3: 344.046, 344.086, 4.3e-05;  3->2: 263.446, 263.480, 3.7e-05
 5->6: 389.055, 389.099, 4.8e-05;  6->5: 227.242, 227.276, 3.6e-05
 10->11: 472.234, 472.288, 5.8e-05;  11->10: 172.028, 172.064, 3.9e-05
 20->21: 676.013, 676.097, 9.1e-05;  21->20: 76.892, 76.967, 8.1e-05
 28->29: 885.063, 885.185, 1.3e-04;  29->28: 10.869, 11.488, 6.7e-04
nu=30 to 30.5, R in bohr (Numerov, Anger, scaled error):
 0->1: 1026.659, 1026.668, 1.0e-05
 1->2: 1040.471, 1040.456, 1.7e-05
 2->3: 1053.479, 1053.421, 6.4e-05
 3->4: 1065.674, 1065.550, 1.4e-04
nu=30, l=0->1, R in bohr (Numerov, Anger, scaled err, relative err):
 s=-2.0: -88.860, -88.889, 3.4e-05, 3.2e-04
 s=-1.5: -123.973, -123.972, 1.0e-06, 7.2e-06
 s=-1.0: 269.958, 269.994, 4.1e-05, 1.3e-04
 s=-0.5: 963.717, 963.731, 1.6e-05, 1.5e-05
 s=+0.0: 1349.250, 1349.250, 6.2e-10, 4.2e-10
 s=+0.5: 1026.659, 1026.668, 1.0e-05, 9.3e-06
 s=+1.0: 315.863, 315.901, 4.0e-05, 1.2e-04
 s=+1.5: -135.558, -135.551, 7.8e-06, 5.4e-05
 s=+2.0: -112.862, -112.892, 3.1e-05, 2.7e-04
 s=+5.0: 28.860, 28.882, 2.1e-05, 7.6e-04
 s=+10.0: -10.647, -10.664, 1.4e-05, 1.6e-03
30s-30p: relative change of R for a cut at 2 bohr: 2.0e-05
 30s-29p: gap -2.5914e-05 hartree, R 736.112 / 736.145 bohr, alpha part -1.3941e+10 a.u.
 30s-30p: gap 1.3260e-05 hartree, R 1160.936 / 1160.947 bohr, alpha part 6.7763e+10 a.u.
 30s-31p: gap 4.8698e-05 hartree, R -52.125 / -52.105 bohr, alpha part 3.7167e+07 a.u.
alpha, n'=25..35: Numerov 5.36328e+10, Anger 5.36327e+10 a.u.
alpha: Numerov 13.3455, Anger 13.3455 MHz/(V/cm)^2
Relative difference of the two alpha values: 1.7e-06
```
